Surface Heating of a Thick Solid under Constant Flux

When a circuit block on a chip is switched on, heat starts to flow into the material beneath it. For a while almost no heat has reached the far side, and the chip behaves as if it were infinitely thick. This problem finds how the surface temperature rises during that time, what property of the material sets the rise, and when the description ends.

The model is a uniform solid filling x ≥ 0. Its thermal conductivity is k and its heat capacity per unit volume is C, both taken as independent of temperature. The solid starts at one uniform temperature, and θ(x,t) is the rise above it. From t = 0 a constant power per unit area q enters evenly through the surface x = 0, and none is lost from there to the surroundings. Heat then flows along x alone. SI units are used.

**(a) Write down the equation and the conditions that determine θ, and show that they allow one solution at most.**

Let j(x,t) be the heat flux in the direction of increasing x. Fourier's law says that heat flows down the temperature gradient:

j = −k ∂θ/∂x.

A slice between x and x + dx gains heat at the rate j(x) − j(x + dx) = −(∂j/∂x) dx per unit area. This gain raises the slice's temperature, so

C ∂θ/∂t = −∂j/∂x.

Inserting Fourier's law gives the diffusion equation

∂θ/∂t = D ∂²θ/∂x², D = k/C.

The conditions are

j(0,t) = q for t > 0,
θ(x,0) = 0,
θ → 0 as x → ∞.

The initial condition means that the largest rise anywhere in the solid, the surface included, tends to zero as t → 0. This excludes a pulse of heat released at the surface at the first instant. The heating is also taken to die out at depth fast enough for the integrals below to exist, and for the integral of θ² over depth to start from zero.

Suppose two functions satisfy all of this, and let w be their difference. Then C ∂w/∂t = k ∂²w/∂x², the initial value of w is zero, and ∂w/∂x = 0 at the surface because both solutions carry the same flux q there. Multiply the equation by w, integrate over x, and integrate the right side by parts:

d/dt ∫₀^∞ ½Cw² dx = k [w ∂w/∂x]₀^∞ − k ∫₀^∞ (∂w/∂x)² dx.

The bracket vanishes at the surface because ∂w/∂x = 0, and at great depth because the heating dies out there. The right side is therefore zero or negative. The integral on the left starts at zero, cannot grow, and cannot be negative, so w = 0 at all times. A solution found by any route is the solution.

**(b) Without solving the equation, find how the surface rise depends on t, k and C.**

Pick any time t₀ and measure every quantity in units built from it:

t = t₀ τ, x = √(Dt₀) ξ, θ = (q√(Dt₀)/k) u.

In the diffusion equation the left side becomes (q√(Dt₀)/k)(1/t₀) ∂u/∂τ. The right side becomes D (q√(Dt₀)/k)(1/(Dt₀)) ∂²u/∂ξ². The common factors cancel, leaving

∂u/∂τ = ∂²u/∂ξ².

The surface condition −k ∂θ/∂x = q becomes −∂u/∂ξ = 1 at ξ = 0, since k · (q√(Dt₀)/k)/√(Dt₀) = q. The other conditions remain u = 0 at τ = 0 and u → 0 at depth. No material property, flux or time is left in the problem for u, so u(ξ,τ) is the same function for every solid.

Now choose t₀ equal to the time t of interest, so that τ = 1. At the surface

θ(0,t) = (q√(Dt)/k) u(0,1),

where u(0,1) is a pure number. The material enters through

√D/k = √(k/C)/k = 1/√(kC).

Define the thermal effusivity

e = √(kC),

with unit W s^½/(m² K). Then

θ(0,t) = u(0,1) q√t/e.

The surface rise grows as the square root of time and is inversely proportional to the effusivity. The argument works because a half-space has no length of its own. A finite thickness L would leave the ratio L/√(Dt₀) in the conditions, and the conclusion would fail.

**(c) Find the heat flux at every depth.**

The flux is easier to find than the temperature, because its surface value is constant. It obeys the same equation. Differentiate Fourier's law in time and use the energy balance:

∂j/∂t = −k ∂/∂x(∂θ/∂t) = −k ∂/∂x(−(1/C) ∂j/∂x) = D ∂²j/∂x².

By the scaling of part (b), j/q can depend on x and t only through x/√(Dt). Write

j = q F(η), η = x/(2√(Dt)),

where the factor 2 is a convenience. The derivatives of η are ∂η/∂t = −η/(2t) and ∂η/∂x = 1/(2√(Dt)), so

∂j/∂t = −qηF′/(2t),
D ∂²j/∂x² = D qF″/(4Dt) = qF″/(4t).

Setting these equal and multiplying by 4t/q gives

F″ + 2ηF′ = 0.

This is a first-order equation for F′, with solution F′ = A exp(−η²). At the surface η = 0 and j = q, so F(0) = 1 and

F(η) = 1 + A ∫₀^η exp(−s²) ds.

Both remaining conditions, no flux at great depth and no flux at the start, correspond to η → ∞ and require F(∞) = 0. Since ∫₀^∞ exp(−s²) ds = √π/2, this fixes A = −2/√π. Hence

F(η) = (2/√π) ∫_η^∞ exp(−s²) ds = erfc(η),

which defines the complementary error function, and

j(x,t) = q erfc(x/(2√(Dt))).

The flux falls from q at the surface to nearly nothing over a few times √(Dt), called the diffusion length here.

**(d) Obtain the temperature from the flux, and with it the missing number in the surface law.**

Fourier's law gives ∂θ/∂x = −j/k. Integrating from x to infinity, where θ = 0, gives

θ(x,t) = (1/k) ∫ₓ^∞ j(x′,t) dx′.

With x′ = 2√(Dt) s, so that dx′ = 2√(Dt) ds,

θ(x,t) = (2q√(Dt)/k) ∫_η^∞ erfc(s) ds.

Call the remaining integral ierfc(η). Integrate by parts, using d erfc(s)/ds = −(2/√π) exp(−s²):

ierfc(η) = [s erfc(s)]_η^∞ + (2/√π) ∫_η^∞ s exp(−s²) ds
= −η erfc(η) + exp(−η²)/√π.

The upper limit of the bracket vanishes because erfc falls faster than 1/s. The temperature field is therefore

θ(x,t) = (2q√(Dt)/k) ierfc(x/(2√(Dt))).

It meets every condition of part (a). The surface flux is q by construction, and the rise is largest at the surface, where it is proportional to √t, so θ → 0 everywhere as t → 0. For the energy balance, differentiate the integral for θ in time:

C ∂θ/∂t = (C/k) ∫ₓ^∞ D ∂²j/∂x′² dx′ = −∂j/∂x,

since CD/k = 1 and ∂j/∂x vanishes at depth.

At the surface η = 0 and ierfc(0) = 1/√π. With √D/k = 1/e,

θ(0,t) = (2q/e) √(t/π).

The number left open in part (b) is u(0,1) = 2/√π.

The heating rate is ∂θ(0,t)/∂t = q/(e√(πt)), which grows without limit as t → 0, although the rise itself goes to zero. This comes from releasing the heat in a layer of no thickness. A real source has some thickness, and the law is approached only slowly. If the heat is released evenly through a surface layer of thickness a, then once √(Dt) is well above a the surface rise falls short of the law by the fraction √π a/(4√(Dt)). This is about 4 percent when √(Dt) = 10a and 1 percent when √(Dt) is about 44a.

**(e) Explain the square root through the heat stored in the solid.**

Integrate the energy balance over all depths:

d/dt ∫₀^∞ Cθ dx = j(0,t) − j(∞,t) = q.

The stored heat per unit area is therefore qt. Imagine this heat spread evenly over a layer of thickness δ, all at the surface temperature, so that Cδ θ(0,t) = qt. Then

δ = qt/(C θ(0,t)) = qt · e√π/(2Cq√t) = (√π/2)(e/C)√t.

Since e/C = √(k/C) = √D,

δ = ½√(πDt).

The supplied heat grows as t while the layer that holds it thickens as √t. Their ratio, the surface rise, grows as √t.

The same picture explains the effusivity. The heat capacity of the layer per unit area is Cδ, which is proportional to C√(k/C) = √(kC). A larger k lets the heat spread deeper, so more material shares it. A larger C makes the layer thinner, but each unit of volume takes up more heat per kelvin, and the second effect wins. Two solids with equal kC have the same surface rise. Below the surface they differ, because the depth scale √(Dt) depends on k/C.

**(f) Derive the surface law again from a thermal network of resistors and capacitors.**

Cut the solid into slices of thickness h. Per unit area, each has heat capacity c = Ch and thermal resistance r = h/k. Temperature rise plays the part of voltage and heat flux that of current. Seen from the surface, the ladder starts with a capacitor c to the reference temperature, followed by a resistor r leading to the next slice, and so on without end.

Use the Laplace transform, θ̄(s) = ∫₀^∞ exp(−st) θ(t) dt. A capacitor starting from zero takes the flux c dθ/dt, whose transform is scθ̄. Let Z(s) be the ratio of transformed surface rise to transformed surface flux. Removing the first cell from an endless ladder leaves the same ladder, so Z is the capacitor in parallel with r + Z:

Z = 1/(sc + 1/(r + Z)).

Multiply by the denominator and then by r + Z:

Z[sc(r + Z) + 1] = r + Z.

The single Z on each side cancels, leaving

scZ² + scrZ − r = 0.

The positive root is

Z = ½[−r + √(r² + 4r/(sc))].

As the slices become thin, r → 0, while r/c = (h/k)/(Ch) = 1/(kC) = 1/e² stays fixed. Hence

Z → 1/(e√s).

The effusivity appears because the ratio r/c contains k and C only as a product.

A flux switched on at t = 0 has transform q/s, so the surface rise has transform

θ̄(s) = q/(e s^(3/2)).

To invert it, find the transform of √t. With t = v²,

∫₀^∞ exp(−st) √t dt = 2 ∫₀^∞ v² exp(−sv²) dv.

Differentiating ∫₀^∞ exp(−sv²) dv = ½√(π/s) with respect to s, and changing the sign, gives ∫₀^∞ v² exp(−sv²) dv = √π/(4s^(3/2)). The transform of √t is thus √π/(2s^(3/2)), and 1/s^(3/2) belongs to 2√(t/π). The result is again θ(0,t) = (2q/e)√(t/π).

The root also tells how fine the slices of this network must be. Multiply Z by e√s and write ε = h√(s/D), which equals re√s:

Z e√s = √(1 + ε²/4) − ε/2.

For small ε the ladder impedance is too low by the fraction ε/2. Slices a tenth of √(D/s) thick give 0.951 of the continuum value, and slices a hundredth thick give 0.995.

Most of this error comes from the full capacitor at the surface. Halving that capacitor lowers 1/Z by sc/2, and the ratio to the continuum value becomes 1/√(1 + ε²/4). Its error is only about ε²/8, or 0.1 percent for slices a tenth of √(D/s) thick.

A single resistor R and capacitor C₁ cannot replace the ladder. Their response qR[1 − exp(−t/(RC₁))] starts in proportion to t and then levels off at qR, with no stretch of √t growth over many decades.

**(g) Evaluate the rise for k = 150 W/(m K), C = 1.6 MJ/(m³ K) and q = 10 MW/m², at 1, 10 and 100 µs. How does it change if k is a hundred times smaller?**

These are round model values, taken as constant. In a real semiconductor k usually falls on heating above room temperature, so the digits given here and in part (h), and the 1 percent limit found there, belong to the model with constant k. If k fell as T^(−1.3) from its value at 300 K, the rises of 7.28 K and 72.8 K below would become about 7.35 K and 80 K, and the steady 33.3 K of part (h) would become about 36 K. The values give

e = √(150 × 1.6×10⁶) = 15 492 W s^½/(m² K),
D = 150/(1.6×10⁶) m²/s = 93.75 mm²/s.

At 100 µs the surface rise is

θ(0,t) = (2 × 10⁷/15 492) × √(10⁻⁴/π) = 7.28 K.

At 10 µs it is 2.30 K and at 1 µs it is 0.728 K. A hundredfold longer time gives a tenfold larger rise. Equivalently, 10 percent of the rise at 100 µs is already present after 1 percent of the time.

The diffusion length at 100 µs is 96.8 µm and the equivalent depth is δ = 85.8 µm. The supplied heat is 10⁷ × 10⁻⁴ = 1000 J/m², and

1000/(1.6×10⁶ × 85.8×10⁻⁶) = 7.28 K,

as part (e) requires. At a depth of 100 µm the rise is 2.48 K. If k is doubled and C halved, e and the surface rise stay the same, but D is four times larger and the rise at that depth becomes 4.43 K.

With k = 1.5 W/(m K) and the same C, the effusivity falls tenfold to 1549 W s^½/(m² K), and the surface rise at 100 µs is 72.8 K. A hundredfold loss of conductivity costs a factor of ten, not a hundred, because the heat also stays in a layer ten times thinner.

**(h) The chip has a finite thickness L. Find the surface rise when its back is insulated, and when its back is held at the starting temperature. For L = 500 µm, when is the half-space law wrong by 1 percent?**

Let u(x) now denote the half-space field of part (d) at time t. Add mirror images of it:

θ = u(x) + Σ σⁿ [u(2nL + x) + u(2nL − x)], n = 1, 2, 3, …

Each term satisfies the diffusion equation and starts from zero for 0 ≤ x ≤ L. At x = 0 the slopes of the two terms in each bracket are u′(2nL) and −u′(2nL). They cancel, so the surface flux is still q.

For σ = +1 the slope at x = L is

u′(L) + [u′(3L) − u′(L)] + [u′(5L) − u′(3L)] + … = 0,

which is an insulated back. For σ = −1 the value at x = L is

u(L) − [u(3L) + u(L)] + [u(5L) + u(3L)] − … = 0,

which is a back held at the starting temperature. At the surface each bracket equals 2u(2nL), and u(2nL) = (2q√(Dt)/k) ierfc(nL/√(Dt)). Dividing by u(0) = 2q√(Dt)/(k√π) gives

θ(0,t) = (2q/e)√(t/π) [1 + 2√π Σ σⁿ ierfc(nL/√(Dt))].

The first image dominates at early times. With z = L/√(Dt), the error reaches 1 percent of the half-space value when 2√π ierfc(z) = 0.01. Solving this numerically gives z = 1.769, and

t = L²/(Dz²) = 0.85 ms.

The law thus holds to 1 percent until the diffusion length is a little over half the thickness.

The late behaviour depends on the back. If it is held cold, the flux becomes q everywhere, the profile becomes a straight line, and the surface settles at

θ(0,∞) = qL/k = 10⁷ × 500×10⁻⁶/150 = 33.3 K.

If it is insulated, the whole slab warms at the rate q/(CL). Put θ = qt/(CL) + g(x) into the diffusion equation. Then g″ = q/(kL), and g′(L) = 0 gives

g(x) = (q/(2kL))(L − x)² + constant,

which also has the required slope −q/k at x = 0. The stored heat is qt, so g must average to zero. The average of (L − x)² is L²/3, and the constant is −qL/(6k). At the surface

θ(0,t) → qt/(CL) + qL/(3k).

Surface rises for the finite slab, computed by diagonalizing a ladder of 600 slices, compare with the half-space law as follows:

1 ms: law 23.0 K, cold back 22.6 K, insulated back 23.4 K.
3 ms: law 39.9 K, cold back 31.7 K, insulated back 48.6 K.
20 ms: law 103 K, cold back 33.3 K, insulated back 261 K.

At 1 ms the two backs shift the rise by equal amounts in opposite directions, as the sign of the first image demands. By 20 ms both late limits are reached: the cold-backed slab is at qL/k, and the insulated one is at 250 + 11 = 261 K. The square-root law is then about three times too high in one case and less than half the true rise in the other.

A heater of finite width sets a similar limit. Away from the heater's edges, the one-dimensional law holds only while √(Dt) is well below that width, because heat later spreads sideways as well. At the centre of a square heater the error reaches 1 percent when √(Dt) is about 0.17 of the width. For a block narrower than about 1.7 mm, the width therefore ends the law before the thickness of 500 µm does. The slab values above likewise need a heater several times wider than L. With a cold back, the centre of a square 1 mm wide settles near 24 K, and that of a square 0.1 mm wide near 3.6 K, not 33.3 K.
